# The Feynman propagator of the Dirac field outside the light cone

## Definitions

Units are $\hbar=c=1$, and in numerical work also $m=1$, so that lengths and times are counted in reduced Compton units. The electron's reduced Compton length is $0.0072974$ bohr. The metric is $(+,-,-,-)$, and $x=(t,\mathbf r)$, $r=|\mathbf r|$, $px=Et-\mathbf p\cdot\mathbf r$, $\not x=t\gamma^0-\mathbf r\cdot\boldsymbol\gamma$, $E=\sqrt{\mathbf p^2+m^2}$. The field is free, in three space dimensions, and expectation values are taken in its vacuum.

There are two products of fields, one for each order:

$$S^>_{ab}(x)=\langle\psi_a(x)\bar\psi_b(0)\rangle,\qquad S^<_{ab}(x)=\langle\bar\psi_b(0)\psi_a(x)\rangle .$$

From them one forms the anticommutator, the retarded function and the Feynman propagator:

$$A=S^>+S^<,\qquad S_{\rm ret}=\theta(t)A,\qquad S_F=\theta(t)S^>-\theta(-t)S^< .$$

The minus sign in $S_F$ comes from exchanging two fermion fields under time ordering.

In $S^>$, the field $\psi(x)$ annihilates an electron that $\bar\psi(0)$ created. In $S^<$ the roles are reversed: $\psi(x)$ creates a positron and $\bar\psi(0)$ annihilates it. The spin sums $\sum u\bar u=\not p+m$ and $\sum v\bar v=\not p-m$ give

$$S^>(x)=\int\!\frac{d^3p}{(2\pi)^3 2E}(\not p+m)e^{-ipx},\qquad S^<(x)=\int\!\frac{d^3p}{(2\pi)^3 2E}(\not p-m)e^{ipx}.$$

Since $i\not\partial e^{\mp ipx}=\pm\not p\,e^{\mp ipx}$, both follow from one scalar function:

$$D(x)=\int\!\frac{d^3p}{(2\pi)^3 2E}e^{-ipx},\qquad S^>(x)=(i\not\partial+m)D(x),\qquad S^<(x)=-(i\not\partial+m)D(-x).$$

The oscillating integrals are understood with a damping factor $e^{-\eta E}$ and $\eta\to0^+$. In $D(x)$ this means $t\to t-i\eta$.

## The belief and its appeal

The belief is this: a propagator describes a particle travelling from $0$ to $x$, nothing travels faster than light, and so $S_F(x)$ must vanish when $r>|t|$.

The argument has a sound part. The Dirac equation does have a Green function that vanishes there, and $S_F$ obeys the same equation. To see this, note that $p^2=m^2$ gives $(i\not\partial-m)(i\not\partial+m)D=-(\partial^2+m^2)D=0$, so $S^>$ and $S^<$ solve the homogeneous equation. A source can arise only from differentiating the step functions. As $\theta(t)$ and $-\theta(-t)$ both have derivative $\delta(t)$, the source is $i\gamma^0\delta(t)A(0,\mathbf r)$ for $S_{\rm ret}$ and for $S_F$ alike. At $t=0$, replacing $\mathbf p$ by $-\mathbf p$ in $S^<$ gives

$$A(0,\mathbf r)=\int\!\frac{d^3p}{(2\pi)^3 2E}\big[(\gamma^0E-\boldsymbol\gamma\cdot\mathbf p+m)+(\gamma^0E+\boldsymbol\gamma\cdot\mathbf p-m)\big]e^{i\mathbf p\cdot\mathbf r}=\gamma^0\delta^3(\mathbf r).$$

Hence $(i\not\partial-m)S=i\delta^4(x)$ for both functions.

The equation does not fix the boundary conditions. In frequency space these are set by the position of the poles at $\omega=\pm E$. With Feynman's rule, $+E$ lies below the real axis and $-E$ above it. Closing the contour below for $t>0$ and above for $t<0$ picks up one pole each time:

$$\int\!\frac{d\omega}{2\pi}\frac{i\,e^{-i\omega t}}{\omega^2-E^2+i0}=\frac{e^{-iE|t|}}{2E}.$$

With the retarded rule both poles lie below. The integral is then zero for $t<0$, and for $t>0$ it is $(e^{-iEt}-e^{iEt})/2E=-i\sin(Et)/E$. Both frequencies enter, with opposite signs. The Feynman function has one frequency at each sign of $t$, and so lacks this partner term.

## The scalar function at equal times

Take $t=0$ and $r>0$. The angular integral of $e^{i\mathbf p\cdot\mathbf r}$ is $4\pi\sin(pr)/(pr)$, so

$$D(0,r)=\frac{1}{4\pi^2r}\int_0^\infty\!dp\,\frac{p\sin pr}{E}=\frac{1}{8\pi^2 i\,r}\int_{-\infty}^{\infty}\!dp\,\frac{p\,e^{ipr}}{E}.$$

The second form holds because $p\cos(pr)/E$ is odd and $p\sin(pr)/E$ is even.

Now move the contour into the upper half-plane, where $e^{ipr}$ decays. The damping factor removes the parts of the distant arc near the real axis. The square root $E$ has a branch cut along $p=i\rho$, $\rho>m$, with $E=+i\sqrt{\rho^2-m^2}$ on its right side and $-i\sqrt{\rho^2-m^2}$ on its left. The contour runs down the left side and up the right. With $p\,dp=-\rho\,d\rho$, each side contributes $i\int_m^\infty d\rho\,\rho e^{-\rho r}/\sqrt{\rho^2-m^2}$. Therefore

$$D(0,r)=\frac{1}{4\pi^2r}\int_m^\infty\!d\rho\,\frac{\rho\,e^{-\rho r}}{\sqrt{\rho^2-m^2}} .$$

The integrand is positive, so $D$ cannot vanish at any finite separation. The lower limit, which is the branch point at $p=im$, sets the exponential decay.

The modified Bessel functions are $K_\nu(z)=\int_0^\infty dy\,e^{-z\cosh y}\cosh\nu y$. With $\rho=m\cosh y$ the integral becomes $mK_1(mr)$, hence $D(0,r)=mK_1(mr)/(4\pi^2r)$.

The measure $d^3p/2E$ is Lorentz invariant, and every spacelike $x$ can be boosted to equal times, where its length is $s=\sqrt{r^2-t^2}$. So, everywhere outside the cone,

$$D(x)=\frac{m}{4\pi^2s}K_1(ms).$$

## The Dirac matrix

The derivative of $K_1(z)/z$ is needed. Differentiating the integral for $K_1$ and using $\cosh^2y=(1+\cosh2y)/2$ gives $K_1'=-(K_0+K_2)/2$. Integrating $K_1$ by parts gives $K_1=z\int_0^\infty dy\,\sinh^2y\,e^{-z\cosh y}=z(K_2-K_0)/2$. Together,

$$\frac{d}{dz}\frac{K_1}{z}=\frac{1}{z}\Big(K_1'-\frac{K_1}{z}\Big)=-\frac{K_2}{z},\qquad\text{so}\qquad \frac{d}{ds}\frac{K_1(ms)}{s}=-\frac{mK_2(ms)}{s}.$$

From $s^2=-x_\mu x^\mu$ one has $\partial_\mu s=-x_\mu/s$. The two minus signs cancel in $i\not\partial D=im^2K_2(ms)\not x/(4\pi^2s^2)$. Adding $mD$ gives

$$\boxed{S_F(x)=\frac{m^2}{4\pi^2s}\Big[K_1(ms)+\frac{i\not x}{s}K_2(ms)\Big],\qquad r>|t|.}$$

This was derived for $S^>$, hence for $t>0$. For $t<0$, $S_F=-S^<=(i\not\partial+m)D(-x)$, which is the same expression because $D$ depends on $s$ alone. The matrices $1$ and $\not x$ are linearly independent and $K_1>0$, so $S_F$ vanishes nowhere outside the cone.

## How it decays

For $ms\gg1$, both Bessel functions approach $\sqrt{\pi/2ms}\,e^{-ms}$, and

$$S_F\simeq\frac{m^2}{4\pi^2s}\sqrt{\frac{\pi}{2ms}}\;e^{-ms}\Big(1+\frac{i\not x}{s}\Big).$$

The form $e^{-mr}$ is thus the equal-time case of $e^{-ms}$. It also holds at fixed $t$ as $r\to\infty$, since then $s=r-t^2/2r+\dots$. Along a line $t=vr$ with $|v|<1$, the exponential is $e^{-mr\sqrt{1-v^2}}$, which falls more slowly.

Two points with the same $r=5$ show the difference. At $t=0$, $s=5$. At $t=4$, $s=\sqrt{25-16}=3$. The coefficients of the unit matrix, in inverse cubic Compton lengths, are $2.049\times10^{-5}$ and $3.391\times10^{-4}$. Their ratio is

$$\frac{3.391\times10^{-4}}{2.049\times10^{-5}}=16.5,$$

whereas a function of $r$ alone would give 1.

The power in front also matters. At equal times the local decay rate of $D$ is $-d\ln D/dr=mK_2(mr)/K_1(mr)$. It exceeds $m$, because $\cosh2y>\cosh y$ in the integral for $K_2$. In units of $m$ it is $2.70$ at $r=1$, $1.31$ at $r=5$ and $1.076$ at $r=20$. The leading large-distance form $r^{-3/2}e^{-mr}$ gives the rate $m+3/(2r)$, which explains the slow approach to $m$.

Near the cone, $ms\ll1$, the limits $K_1(z)\simeq1/z$ and $K_2(z)\simeq2/z^2$ give

$$S_F\simeq\frac{i\not x}{2\pi^2s^4}.$$

The mass has dropped out and there is no exponential suppression. For a massless field this power law holds at all spacelike separations.

At equal times the function is minute on the atomic scale. One bohr is $137.036$ Compton lengths, and between one Compton length and one bohr the coefficient of $i\not x/s$ falls by a factor $10^{62.8}$. It is small there, but it is not zero.

## What does vanish

The anticommutator is

$$A(x)=(i\not\partial+m)\,[D(x)-D(-x)].$$

Outside the cone $D(x)=D(-x)$. The bracket is zero throughout an open region, so its derivatives vanish too, and $A=0$. Each of the two products is nonzero; they cancel.

At $(t,r)=(1,2)$, for instance, $s=\sqrt3$ and the mode sum for $S^>$ gives

$$S^>=2.930\times10^{-3}+5.707\times10^{-3}\,\frac{i\not x}{s}.$$

Let the norm be the root of the summed squared moduli of the coefficients of $1$, $\gamma^0$ and $\gamma^3$, with $\mathbf r$ along $z$. The norm of $S^>$ is then $7.93\times10^{-3}$. That of $S^>+S^<$, computed from two separate mode sums, is $4\times10^{-9}$, which is zero at the accuracy of those sums.

Inside the future cone the cancellation fails. Let $\tau=\sqrt{t^2-r^2}$. The prescription $t\to t-i\eta$ gives $s^2\to-\tau^2+i0$, so $s\to i\tau$. The standard continuation $K_1(iz)=-\tfrac{\pi}{2}H_1^{(2)}(z)$, with $H_1^{(2)}=J_1-iY_1$, turns $D$ into

$$D(x)=\frac{im}{8\pi\tau}H_1^{(2)}(m\tau).$$

The mode integral shows that $D(-x)=D(x)^*$. Hence $D(x)-D(-x)=2i\,{\rm Im}D=imJ_1(m\tau)/(4\pi\tau)$. With $\partial_\mu\tau=x_\mu/\tau$ and the Bessel relation $d[J_1(m\tau)/\tau]/d\tau=-mJ_2(m\tau)/\tau$,

$$A(x)=\frac{m^2}{4\pi\tau}\Big[iJ_1(m\tau)+\frac{\not x}{\tau}J_2(m\tau)\Big].$$

At $(t,r)=(2,1)$ the norm of $A$ is $3.17\times10^{-2}$. On the cone itself these functions are singular distributions, and they have values only after smearing with a smooth function.

So $A$ is supported in the two closed light cones and $S_{\rm ret}$ in the future one. The advanced function $-\theta(-t)A$ is supported in the past one, and linear combinations of these functions are causal as well. $S^>$, $S^<$ and $S_F$ are not.

## Why no signal is sent

Subtracting the definitions gives

$$S_F-S_{\rm ret}=\theta(t)S^>-\theta(-t)S^<-\theta(t)(S^>+S^<)=-S^< .$$

The Feynman propagator is a causal response minus a vacuum correlation. Outside the cone the response is zero and the correlation remains. Correlations between distant points need no signal between them.

A signal would require an action at $y$ to change an expectation value at $x$. Let a weak source $\lambda(y)$ add $\lambda O(y)$ to the Hamiltonian density, where $O$ is an observable bilinear in the fields, such as the charge density. To first order the state acquires the factor $1-i\int d^4y\,\lambda(y)O(y)$, with $y$ earlier than $x$, and

$$\delta\langle O(x)\rangle=-i\int d^4y\,\theta(x^0-y^0)\lambda(y)\,\langle[O(x),O(y)]\rangle .$$

The commutator of bilinears reduces to anticommutators:

$$[ab,cd]=a\{b,c\}d-\{a,c\}bd+ca\{b,d\}-c\{a,d\}b .$$

Expanded, the right side is $abcd+acbd-acbd-cabd+cabd+cadb-cadb-cdab$, and all but $abcd-cdab$ cancels. For spacelike $x-y$ the anticommutators of $\psi$ with $\bar\psi$ vanish as shown, and those of $\psi$ with $\psi$ and of $\bar\psi$ with $\bar\psi$ vanish everywhere for the free field. The commutator is therefore zero, and the source has no effect at $x$.

## A wave packet

The same distinction appears in the one-particle Dirac equation. The function

$$\psi(t,\mathbf x)=\int d^3y\,A(t,\mathbf x-\mathbf y)\gamma^0\psi(0,\mathbf y)$$

solves that equation and, since $A(0,\mathbf r)\gamma^0=\delta^3(\mathbf r)$, has the right initial value. A packet that starts inside a ball stays within the light cones of that ball.

If $A$ is replaced by $S^>$, which is $S_F$ for $t>0$, the kernel at $t=0$ has the momentum-space form

$$\frac{(\gamma^0E-\boldsymbol\gamma\cdot\mathbf p+m)\gamma^0}{2E}=\frac12\Big(1+\frac{\boldsymbol\alpha\cdot\mathbf p+\beta m}{E}\Big),$$

where $\beta=\gamma^0$, $\boldsymbol\alpha=\gamma^0\boldsymbol\gamma$ and $-\boldsymbol\gamma\gamma^0=\boldsymbol\alpha$. This is the projector on positive energies. In position space it is nonlocal, since $S^>$ is nonzero at $t=0$ and $r>0$.

Take a spin-up packet with upper amplitude $(1-r^2)^8$ for $r<1$ and zero beyond, and look at the point $r=4$ on the spin axis. The spinor norms there are:

| time | front at | full evolution | positive-energy part |
|---|---|---|---|
| 0 | 1 | $4\times10^{-16}$ | $2.78\times10^{-5}$ |
| 2 | 3 | $3\times10^{-16}$ | $7.70\times10^{-5}$ |

The third column is numerical zero. Behind the front, at $t=2$ and $r=2$, the full amplitude is $1.70\times10^{-2}$.

The tail in the last column is present at $t=0$, before anything has had time to travel: the projection put it there. It then grows by a factor $7.70/2.78=2.77$. The kernel explains the growth. For $m=1$, and with $z$ the axial separation between the observation point and a point of the packet, the tail is built from integrals of the packet times $K_1(s)/s$, $tK_2(s)/s^2$ and $zK_2(s)/s^2$. Call them $I_1$, $I_2$, $I_3$. They are real; $I_1$ and $I_3$ are positive here, and $I_2$ is zero at $t=0$ and positive afterwards. Since $\not x\gamma^0=t+\boldsymbol\alpha\cdot\mathbf r$, the upper amplitude is proportional to $I_1+iI_2$ and the lower to $iI_3$, so the squared norm is proportional to $I_1^2+I_2^2+I_3^2$. At fixed positions $s$ shrinks as $t$ increases, so each integral grows. Direct integration with this kernel reproduces both tail values in the numerical check.

The tail therefore appears when the positive-energy part is taken by itself. The negative-energy part of the same packet has an equal and opposite tail that cancels it outside the front, just as $S^<$ cancels $S^>$ in the anticommutator.

## Table of computed values

```
reduced Compton length = 0.0072974 bohr
Spacelike S_F: coefficients of 1 and of i*xslash/s (Compton^-3)
t=0 r=1 s=1.00000: mode sum 1.52465e-02, 4.11576e-02
   Bessel formula 1.52465e-02, 4.11577e-02
t=0 r=2 s=2.00000: mode sum 1.77142e-03, 3.21390e-03
   Bessel formula 1.77142e-03, 3.21390e-03
t=0 r=5 s=5.00000: mode sum 2.04903e-05, 2.68954e-05
   Bessel formula 2.04903e-05, 2.68954e-05
t=1 r=2 s=1.73205: mode sum 2.92984e-03, 5.70738e-03
   Bessel formula 2.92984e-03, 5.70738e-03
   norm of one product = 7.92933e-03
   norm of anticommutator = 4e-09 (numerical 0)
t=4 r=5 s=3.00000: mode sum 3.39058e-04, 5.19359e-04
   Bessel formula 3.39058e-04, 5.19359e-04
unit-matrix coefficient, (4,5) over (0,5) = 16.5473
timelike t=2 r=1: tau = 1.73205 Compton times
   anticommutator norm = 3.16820e-02 Compton^-3
Equal-time decay rate of D, -d ln D/dr (inverse Compton length)
r=1: rate = 2.6995
r=5: rate = 1.3126
r=20: rate = 1.0759
1 bohr = 137.036 Compton lengths
log10 of K2 coefficient at 1 bohr over 1 Compton = -62.826
Packet (1-r^2)^8, support r<1, central amplitude 1; spinor norms
t=0, r=4, front at r=1: full evolution 4e-16 (numerical 0)
   positive-energy part 2.77813e-05, kernel 2.77813e-05
t=2, r=4, front at r=3: full evolution 3e-16 (numerical 0)
   positive-energy part 7.69775e-05, kernel 7.69775e-05
t=2, r=2, inside the front: full evolution 1.69506e-02
```
